Why Low-Temperature Determinant Monte Carlo Needs Pivoted QR and Separated Scales

In determinant Monte Carlo, equal-time measurements and the acceptance ratios of single-site updates are computed from the matrix G = (1 + B_L…B_1)⁻¹. The entries of G are of ordinary size, and each factor B_l is harmless. Why, then, does the direct evaluation return no correct digit at low temperature, and why does a pivoted QR factorization with large and small scales kept apart bring the digits back?

**What is being computed**

Take the Hubbard model on a ring, with hopping t, repulsion U and K the hopping matrix. Energies are in units of t; β and the time step Δτ = β/L are in 1/t. The interaction is decoupled on each site and time slice by a field s = ±1:

exp[−Δτ U(n↑−½)(n↓−½)] = ½ e^(−ΔτU/4) Σ_s exp[λs(n↑−n↓)], cosh λ = e^(ΔτU/2).

For n↑ = n↓ both sides equal e^(−ΔτU/4). For n↑ ≠ n↓ the left side is e^(ΔτU/4) and the right side is e^(−ΔτU/4) cosh λ, which fixes λ. In a given field the up electrons are free, with one-slice propagator

B_l = e^(−ΔτK) diag(e^(λs_l)), A = B_L…B_1.

Let W be the corresponding many-body operator. Moving an annihilator through it gives c_i W = Σ_k A_ik W c_k. Define G_ij = ⟨c_i c_j†⟩ = Tr(W c_i c_j†)/Tr W. By cyclicity of the trace,

⟨c_j† c_i⟩ = Tr(c_i W c_j†)/Tr W = Σ_k A_ik G_kj.

The anticommutator c_i c_j† + c_j† c_i = δ_ij then gives G + AG = 1, so G = (1+A)⁻¹.

Without a field, A = e^(−βK), and a level of energy ε contributes 1/(1+e^(−βε)) to G. This lies between 0 and 1, while A itself has eigenvalues up to e^(2βt). The large numbers are therefore intermediate quantities, not part of the answer.

**How the digits disappear**

Two orthonormal vectors u = (1,1)/√2 and v = (1,−1)/√2 show the mechanism. Let

A = σ uuᵀ + σ⁻¹ vvᵀ, G = uuᵀ/(1+σ) + vvᵀ/(1+σ⁻¹).

For large σ, G is nearly vvᵀ: it is determined by the direction in which A is small. But the entries of A are (σ ± σ⁻¹)/2. Every entry is of size σ/2 and carries a rounding error of order eps·σ, where eps = 2.2·10⁻¹⁶. When eps·σ is well above 1, the added unit matrix is smaller than this error. The number 1 that should govern the v direction is lost. In this symmetric example the sum rounds to a singular matrix; in a less symmetric one, rounding noise takes the place of the 1.

For the product of the B_l, the stored matrix is Â = A + E. The factors have no negative entries, so nothing cancels in the multiplication, and ‖E‖ is of order eps·σ_max, where σ_max is the largest singular value of A and ‖·‖ the spectral norm. Since Ĝ⁻¹ − G⁻¹ = E, multiplying by G on the left and Ĝ on the right gives

G − Ĝ = G E Ĝ.

While the error is small, Ĝ on the right may be replaced by G, so

‖Ĝ − G‖ ≲ eps·σ_max ‖G‖².

With σ_max growing as e^(γβ), the digits run out near

β* = ln(1/eps)/γ.

Far beyond β*, generic noise makes 1+Â large in every direction, so Ĝ tends to zero. The filling per site, 1 − Tr G/N, then comes out as 1: the computer reports a full band.

More careful multiplication is no cure. If A is computed without error and rounded once to double precision, E has the same order of magnitude. The fault lies in mixing large and small scales within the same matrix entries.

**Is the condition number to blame?**

Not by itself. Suppose a shift of the chemical potential multiplies A by a constant that brings all its singular values far below 1. The ratio σ_max/σ_min is unchanged, but eps·σ_max is now negligible beside the unit matrix, and G ≈ 1 − A is obtained accurately relative to ‖G‖. The small scales of A may be lost, because 1+A does not need them.

The opposite limit differs. If all singular values are far above 1, then G ≈ A⁻¹ and ‖G‖ ≈ 1/σ_min. The estimate for the error relative to ‖G‖ becomes eps·σ_max/σ_min, and here the condition number does enter. The quantity that covers both limits is eps·σ_max‖G‖.

**Why the digits can be recovered**

Recovery is possible only if G is insensitive to small errors in the factors. Group the slices into n short clusters, A = C_n…C_1, and consider the linear system

x_0 + C_n x_(n−1) = b_0, x_l − C_l x_(l−1) = b_l for l = 1,…,n−1.

Let X be the inverse of its block-cyclic matrix. With only b_0 present, x_l = C_l…C_1 x_0, and the first equation becomes (1+A)x_0 = b_0. Hence

X_00 = G, X_l0 = C_l…C_1 G.

With only b_l present, x_(n−1) = C_(n−1)…C_1 x_0 + C_(n−1)…C_(l+1) b_l. Inserting this in the first equation gives

X_0l = −G C_n…C_(l+1).

These blocks are time-displaced Green functions. Now change one factor, C_l → C_l + E_l. To first order δG = −G δA G, which for l < n is

δG = −G C_n…C_(l+1) E_l C_(l−1)…C_1 G = X_0l E_l X_(l−1,0).

For l = n the left factor is −G. In a static field X_l0 has eigenvalues e^(−τε)/(1+e^(−βε)) with 0 ≤ τ ≤ β. For ε ≥ 0 the numerator is at most 1; for ε < 0 the expression equals e^((β−τ)ε)/(1+e^(βε)), again at most 1. The matrix B_l is not symmetric, but scaling by diag(e^(λs/2)) makes it so; the norm can therefore exceed the largest eigenvalue by at most a factor e^λ, whatever β is. Small errors in the factors are then not amplified exponentially. For a fluctuating field this is not guaranteed and has to be checked. In the example below, at β = 30/t, the sum of ‖X_0l‖ ‖C_l‖ ‖X_(l−1,0)‖ over all clusters, with ‖G‖ as the left factor for l = n, is 185. To first order, relative errors of size eps in the clusters therefore change G by at most about 185 eps.

Eliminating x_1, x_2,… from the block system with the unit diagonal blocks as pivots produces 1+A and with it the loss. The order does not matter, since the matrix left for x_0 is always 1+A. The loss belongs to this choice of pivots, not to the problem.

**What pivoted QR does**

Write the partial product as UDT, with U orthogonal, D diagonal and positive, and T well conditioned. To attach the next cluster C, form (CU)D, and factor it with column permutation P:

(CU)D P = QR, D' = |diag R|, T' = D'⁻¹R PᵀT.

Then CUDT = QRPᵀT = Q D' T', which has the same form as before.

The gain lies in where the rounding errors go. Householder reflections act on each column separately, so the error in a column is proportional to that column's own length. Column j of (CU)D has length at most D_j‖C‖. The total error is therefore FD, with ‖F‖ of order eps‖C‖ up to a factor depending on the matrix size. Because UᵀU = 1,

(CU + F)D = (C + FUᵀ)UD.

The update is thus the correct one for a slightly altered cluster, with E = FUᵀ. A large column does not contaminate a small one. The small departure of the computed Q from orthogonality acts as a similar error in the next cluster, or, after the last one, as a small relative change of A from the left.

Rounding T' to T' + δ replaces the partial product by itself times 1+ζ, with ζ = T'⁻¹δ. Later clusters multiply from the left, so A → A(1+ζ). Using GA = 1 − G,

δG = −G A ζ G = −(1−G) ζ G.

This is harmless while ‖T'‖ and ‖T'⁻¹‖ are moderate. Pivoting helps here: at each step it selects the column with the longest remaining part, so |R_ii| ≥ |R_ij| for j > i, and no entry of D'⁻¹R exceeds 1 in magnitude. This alone does not bound the inverse of T', whose size must be monitored.

**Why the scales must be separated at the end**

Adding 1 to the multiplied-out UDT would restore the original fault. Instead split D = D_b D_s, with D_b = max(D,1) and D_s = min(D,1). Then

1 + UDT = U D_b (D_b⁻¹Uᵀ + D_s T) = U D_b H,

G = H⁻¹ D_b⁻¹ Uᵀ.

Neither term of H contains a large scale, and ‖H‖ ≤ 1 + ‖T‖. Its inverse is H⁻¹ = G U D_b. In columns with D ≤ 1 this is GU. In columns with D > 1 it is GUD = GAT⁻¹ = (1−G)T⁻¹. Therefore

‖H⁻¹‖ ≤ ‖G‖ + ‖1−G‖ ‖T⁻¹‖.

No factor e^(γβ) appears explicitly. A solver that perturbs H by ΔH changes G by −H⁻¹ΔH G to first order, which stays near rounding level.

One can also write G = T⁻¹(UᵀT⁻¹ + D)⁻¹Uᵀ. Its middle matrix contains the huge entries of D, so a solver whose error is small only relative to the whole matrix may lose everything. A solver that respects the grading may still succeed.

**The numbers**

The example is a ten-site ring with U = 4t and Δτ = 0.1/t, hence λ = 0.654, in one random field. It is not a Monte Carlo average. The reference uses the same B matrices with 120 decimal digits. Errors of G below are relative to ‖G‖, and the stratified calculation uses clusters of five slices unless stated otherwise.

At β = 30/t, σ_max = 6.59·10⁴⁸, so

γ = ln(6.59·10⁴⁸)/30 = 112.4/30 = 3.75 t,

β* = 36.04/3.75 ≈ 9.6/t, or k_BT ≈ 0.10 t.

On the free ring γ = 2t and β* ≈ 18/t. The random field used here raises the growth rate; in any field, since ‖B_l‖ ≤ e^(2tΔτ+λ), the rate cannot exceed 2t + λ/Δτ ≈ 8.5t. These values of γ and β* belong to a uniformly drawn field. Fields drawn by importance sampling grow faster: for the same parameters ln(σ_max)/β is about 5t at β = 4/t, so an actual simulation loses its digits earlier, near β ≈ 7/t.

The direct error grows with eps·σ_max; while it is small, it lies in this field one to two orders of magnitude below the estimate eps·σ_max‖G‖, which thus serves as an upper estimate here. At β = 4/t, eps·σ_max = 9.7·10⁻¹⁰ and the error is 9·10⁻¹¹. At β = 8/t they are 8·10⁻³ and 5·10⁻⁴; at β = 10/t, 7.5 and 1.1. The stratified error stays between 1·10⁻¹⁵ and 3·10⁻¹⁵ at all listed temperatures.

At β = 30/t the direct filling is 1, while the reference and stratified values are 0.5 to the ten decimals printed. The value 0.5 results if five eigenvalues of A are huge and five tiny, since an eigenvalue a contributes 1/(1+a) to Tr G. The eigenvalues were not listed, so this reading is an inference.

The controls separate the causes:

- The high-precision A, rounded once, still gives an error of 1.
- A level shift of 4.08t leaves the condition number at 9·10⁹⁵, yet the direct error falls to 2·10⁻¹⁶.
- Orthogonal elimination of the block-cyclic system, whose condition number is 1.5·10³, gives G to 2·10⁻¹⁵.
- If the columns are deliberately put in ascending order before the last update and that update is done without pivoting, entries of D'⁻¹R reach 3·10⁹⁴ and G is lost. With pivoting the same update gives an error of 2·10⁻¹⁵. This shows what pivoting guards against; it does not show that a run without pivoting from the start must fail, since the columns may then stay roughly in descending order by themselves.
- The unsplit form survives ordinary LU with an error of 2·10⁻¹⁵. After orthogonal rotations of its middle matrix the error is 1, whereas the split form, rotated likewise, keeps 2·10⁻¹⁵.

Here T has condition number 17, and ‖H⁻¹‖ = 4.4 lies below its bound of 8.7.

Clusters must stay short, because each is still multiplied out in one array. Up to ten slices no loss is visible. Thirty slices give 4·10⁻¹³, sixty give 1.5·10⁻⁸, and a hundred fail. For thirty and sixty slices the error in this field lies more than three orders of magnitude below eps·max‖C_l‖, so that number is a cautious warning, not an estimate; the margin varies with the field and can be as small as a few hundred. The first-order sum eps·Σ‖X_0l‖ ‖C_l‖ ‖X_(l−1,0)‖/‖G‖ comes closer, because it includes the time-displaced factors: here it is about 4·10⁻¹² and 2·10⁻⁷, roughly ten times the observed errors.

**What the method cannot repair**

If 1+A is itself nearly singular, ‖G‖ is large and G is truly sensitive to its factors; QR does not change that. Nor does a small error relative to ‖G‖ guarantee correct digits in entries of G far smaller than ‖G‖. The complete values are in the numerical output below.

Table of computed values

```
sites 10, U = 4.0 t, dtau = 0.1 /t, lambda = 0.6537
machine eps = 2.220e-16
free ring: beta* = 18.02 /t
free ring, beta=30/t: rel. error naive 1.00e+00, stratified 1.01e-15
beta[1/t] sigma_max  eps*sigma  |G|    err naive  err stratified
  2.0   4.46e+03  9.91e-13   1.58  5.22e-14  2.86e-15
  4.0   4.35e+06  9.65e-10   2.39  8.95e-11  1.87e-15
  6.0   5.36e+10  1.19e-05   3.49  4.17e-07  1.36e-15
  8.0   3.72e+13  8.26e-03   1.66  4.75e-04  1.08e-15
 10.0   3.38e+16  7.50e+00   2.43  1.14e+00  2.43e-15
 12.0   8.80e+18  1.95e+03   3.05  1.07e+00  1.08e-15
 15.0   2.10e+23  4.66e+07   1.82  1.00e+00  1.92e-15
 20.0   4.29e+32  9.53e+16   1.29  1.00e+00  2.34e-15
 30.0   6.59e+48  1.46e+33   1.94  1.00e+00  1.93e-15
growth rate gamma = 3.747 t, beta* = 9.62 /t
filling per site: reference 0.5000000000
filling per site: naive 1.0000000000, stratified 0.5000000000
exact A rounded once: rel. error of G 1.00e+00
condition number of A = 9.36e+95
level shift 4.080 t, same condition: naive error 2.22e-16
block-cyclic matrix: size 600, condition 1.53e+03, error of G 1.68e-15
response formula: relative deviation 2.58e-06
summed amplification 1.85e+02, times eps 4.12e-14; actual abs. error 3.75e-15
D from 4.51e+48 to 1.30e-47, condition of T 1.74e+01
|H^-1| = 4.394, bound 8.688, condition of H 2.19e+01
unsplit form: error plain LU 2.09e-15, rotated 1.00e+00
split form: error rotated 1.76e-15
ascending columns, pivoting True: max|R/D| 1.00e+00, error 1.93e-15
ascending columns, pivoting False: max|R/D| 3.24e+94, error 1.00e+00
slices per cluster, eps*max|C|, rel. error of G
   1  5.21e-16  1.71e-15
   5  1.04e-14  1.93e-15
  10  2.68e-13  1.51e-15
  30  6.78e-10  3.80e-13
  60  8.47e-05  1.50e-08
 100  7.50e+00  2.56e+00
 300  1.46e+33  1.00e+00
```
